# Why the quadratic divergence in vacuum polarization is not a photon mass

## The argument under review

The manuscript computes the one-electron-loop polarization tensor of the photon at zero momentum. It integrates the Euclidean loop momentum over a ball \(|p|<\Lambda\), finds a constant proportional to \(\Lambda^2\delta_{\mu\nu}\), and argues as follows. A constant in the quadratic action of the photon field is a mass term. Therefore the electron loop gives the photon a mass of order \(\sqrt{\alpha}\,\Lambda\), and the observed masslessness requires a bare mass tuned to cancel it.

The power counting is correct, and so is the statement that the integral over the ball is not zero. The inference fails. To see where, one must ask what the constant measures, and whether it survives when the loop is regulated without disturbing gauge invariance.

## Conventions and the tensor

I use \(\hbar=c=1\), \(e^2=4\pi\alpha\), and measure momenta in units of the electron mass \(m\). The Euclidean matrices satisfy \(\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}\), and the electron action is \(\bar\psi(\gamma\cdot\partial+ie\gamma\cdot A+m)\psi\). With \(\partial\to ip\), the propagator is

\[
S(p)=\frac{1}{i\gamma\cdot p+m}=\frac{-i\gamma\cdot p+m}{p^2+m^2}.
\]

Integrating out the electron gives \(-\mathrm{Tr}\ln(1+X)\) with \(X=S\,ie\gamma\cdot A\), up to a constant. Since \(\ln(1+X)=X-X^2/2+\dots\), the quadratic part is \(+\tfrac12\mathrm{Tr}X^2=-\tfrac{e^2}{2}\mathrm{Tr}(S\gamma\cdot A\,S\gamma\cdot A)\). Writing it as \(\tfrac12A_\mu\Pi_{\mu\nu}A_\nu\) defines

\[
\Pi_{\mu\nu}(q)=-e^2\int\frac{d^4p}{(2\pi)^4}\,\mathrm{tr}\,[\gamma_\mu S(a)\gamma_\nu S(b)],
\]
\[
a=p-\eta q,\qquad b=p+(1-\eta)q .
\]

A mass term \(\tfrac12\mu^2A^2\) would appear as \(\Pi_{\mu\nu}(0)=+\mu^2\delta_{\mu\nu}\). The number \(\eta\) states how \(q\) is routed through the two lines. It would be irrelevant if the integration variable could be shifted.

Traces of an odd number of matrices vanish. The four-matrix trace comes with \((-i)^2=-1\), so

\[
\Pi_{\mu\nu}=-4e^2\!\int\!\frac{d^4p}{(2\pi)^4}
\frac{-a_\mu b_\nu-a_\nu b_\mu+\delta_{\mu\nu}(a\cdot b+m^2)}{(a^2+m^2)(b^2+m^2)}.
\]

## What the constant measures

At \(q=0\) the numerator is \(\delta_{\mu\nu}(p^2+m^2)-2p_\mu p_\nu\). Define \(f_\mu(p)=p_\mu/(p^2+m^2)\). Its derivative is

\[
\partial_\nu f_\mu=\frac{\delta_{\mu\nu}}{p^2+m^2}-\frac{2p_\mu p_\nu}{(p^2+m^2)^2},
\]

which is the integrand. The whole constant is therefore a flux through the cutoff sphere. The unit sphere in four dimensions has area \(2\pi^2\), and \(n_\mu n_\nu\) averages to \(\delta_{\mu\nu}/4\):

\[
\int_{|p|<\Lambda}\!d^4p\,\partial_\nu f_\mu
=\Lambda^3\frac{\Lambda}{\Lambda^2+m^2}\,\frac{2\pi^2}{4}\,\delta_{\mu\nu}.
\]

Multiplication by \(-4e^2/(2\pi)^4=-\alpha/\pi^3\) yields

\[
\Pi_{\mu\nu}(0)=-\frac{\alpha}{2\pi}\frac{\Lambda^4}{\Lambda^2+m^2}\,\delta_{\mu\nu}.
\]

The physical origin of the flux is visible for a constant field. Such a field is pure gauge, \(A_\mu=\partial_\mu(A\cdot x)\), and it enters the loop through \(p\to p+eA\). Because \(\det(i\gamma\cdot k+m)=(k^2+m^2)^2\), the action per unit volume is

\[
-2\int\frac{d^4p}{(2\pi)^4}\ln[(p+eA)^2+m^2].
\]

Its second-order term in \(A\) is \(\tfrac12A_\mu A_\nu\) times \(-4e^2\int\partial_\nu f_\mu\), the same expression as before. If the variable could be shifted by \(eA\), nothing would depend on \(A\). The ball restricts \(p\) and not the gauge-covariant combination \(p+eA\), so the constant field moves the integrand relative to a fixed boundary. The manuscript's "mass" is the response of that boundary.

Take \(\Lambda=1000\,m\). Then \(\alpha/2\pi=0.0072974/6.2832=0.0011614\), and \(\Pi(0)=-1161.4\,m^2\). The scale \(\sqrt{|\Pi(0)|}\) is \(34.08\,m\), or \(17.41\) MeV. The sign already contradicts the manuscript: \(\mu^2\) is negative. Read literally, a photon kernel \(q^2+\Pi(0)\) would vanish at the Euclidean momentum \(q\approx34\,m\), which signals an instability and not a massive particle.

## A smoother cutoff does not help

One might blame the sharp edge. Insert instead a profile \(g(p)\) with \(g(0)=1\) that falls to zero around \(\Lambda\). Integration by parts, now without a boundary term, moves the derivative onto \(g\):

\[
\Pi_{\mu\nu}(0)=4e^2\int\frac{d^4p}{(2\pi)^4}f_\mu\,\partial_\nu g .
\]

With \(\partial_\nu g=g'p_\nu/p\), the angular average \(p_\mu p_\nu\to p^2\delta_{\mu\nu}/4\), and \(d^4p\to2\pi^2p^3dp\), the coefficient of \(\delta_{\mu\nu}\) is

\[
\Pi(0)=\frac{\alpha}{2\pi}\int_0^\infty\!dp\,\frac{p^4}{p^2+m^2}\,g'(p).
\]

Now use \(p^4/(p^2+m^2)=p^2-m^2+m^4/(p^2+m^2)\). The first term gives \(-\int2pg\,dp\) by parts, the second gives \(+m^2\) because \(\int g'dp=-1\), and the third is suppressed when \(g\) varies near \(\Lambda\gg m\). Hence

\[
\Pi(0)\simeq-\frac{\alpha}{2\pi}\left(\int_0^\infty2p\,g\,dp-m^2\right).
\]

For \(g=e^{-p^4/\Lambda^4}\), the substitution \(s=p^2\) gives \(\int_0^\infty ds\,e^{-s^2/\Lambda^4}=\tfrac{\sqrt\pi}{2}\Lambda^2\). At the same \(\Lambda\), numerical integration gives \(-1029.3\,m^2\), which is \(0.8862\) times the sharp-cutoff value, in agreement with \(\sqrt\pi/2\). The coefficient of \(\Lambda^2\) belongs to the chosen profile, and it is nonzero for every profile that is nowhere negative. A profile that changes sign, such as \(g=(1-p^2/\Lambda^2)e^{-p^2/\Lambda^2}\), can cancel it; for this profile the constant \(\alpha m^2/2\pi\) remains when \(\Lambda\gg m\). Changing the coefficient of \(p^2/\Lambda^2\) in the prefactor from 1 to about \(1-m^2/\Lambda^2\) removes that constant too, but this is a tuning of the profile to the electron mass at \(q=0\), not a consequence of gauge invariance.

## The Ward identity shows the damage

Gauge invariance requires \(q_\nu\Pi_{\mu\nu}=0\). Since \(S^{-1}(b)-S^{-1}(a)=i\gamma\cdot q\), multiplication by \(S(a)\) on the left and \(S(b)\) on the right gives

\[
S(a)\,i\gamma\cdot q\,S(b)=S(a)-S(b).
\]

With \(\mathrm{tr}\,\gamma_\mu S(a)=-4if_\mu(a)\), the factors combine as \(-e^2\cdot(1/i)\cdot(-4i)=4e^2\):

\[
q_\nu\Pi_{\mu\nu}=4e^2\int\frac{d^4p}{(2\pi)^4}\,[f_\mu(a)-f_\mu(b)].
\]

The two terms differ by a shift. In the ball they do not cancel, and the remainder can be calculated. Let \(F_\mu(k)=\int_{|p|<\Lambda}d^4p\,f_\mu(p+k)\). Because \(f_\mu=\partial_\mu\varphi\) with \(\varphi=\tfrac12\ln(p^2+m^2)\), this is a surface integral, so an expansion in \(k\) is needed at \(|p|=\Lambda\gg|k|\) alone. Even orders vanish under \(p\to-p\).

The first order is the flux found above, \(\tfrac{\pi^2}{2}(\Lambda^2-m^2)k_\mu\) up to \(O(\Lambda^{-2})\). The third order needs the totally symmetric tensor

\[
\int\!d^4p\,\partial_\alpha\partial_\beta\partial_\gamma\partial_\mu\varphi
=C(\delta_{\alpha\beta}\delta_{\gamma\mu}+\delta_{\alpha\gamma}\delta_{\beta\mu}+\delta_{\beta\gamma}\delta_{\alpha\mu}).
\]

Contracting with \(\delta_{\alpha\beta}\delta_{\gamma\mu}\) gives \((16+4+4)C=24C\) on the right. On the left stands the flux of the gradient of \(\partial^2\varphi\). At large \(p\), \(\partial^2\varphi\to4/p^2-2/p^2=2/p^2\), with radial derivative \(-4/p^3\), so the flux is \(2\pi^2\Lambda^3(-4/\Lambda^3)=-8\pi^2\). Thus \(C=-\pi^2/3\). Contraction with \(k_\alpha k_\beta k_\gamma/3!\) gives \(3Ck^2k_\mu/6=-\pi^2k^2k_\mu/6\), and

\[
F_\mu(k)=k_\mu\left[\frac{\pi^2}{2}(\Lambda^2-m^2)-\frac{\pi^2k^2}{6}\right]+O(\Lambda^{-2}).
\]

For \(k=q=2m\), direct integration of \(f(p+q)-f(p)\) along \(q\) gives \(9.86958\times10^6\,m^3\), in agreement with this formula.

Write \(q_\nu\Pi_{\mu\nu}=L\,q_\mu\), where \(L\) is the longitudinal part. Inserting \(F_\mu(-\eta q)-F_\mu((1-\eta)q)\) and the factor \(\alpha/\pi^3\), and using \(\eta^3+(1-\eta)^3=1-3\eta(1-\eta)\), one finds

\[
L=-\frac{\alpha}{2\pi}\left\{\Lambda^2-m^2-\frac{q^2}{3}[1-3\eta(1-\eta)]\right\}+O(\Lambda^{-2}).
\]

The answer depends on \(\eta\), a label without physical content. At \(q=2m\), the difference \(L(q)-L(0)\) is \(1.549\times10^{-3}\,m^2\) for \(\eta=0\), \(0.677\times10^{-3}\,m^2\) for \(\eta=1/4\), and \(0.387\times10^{-3}\,m^2\) for \(\eta=1/2\). These stand in the predicted ratios \(1:7/16:1/4\). The quadratic divergence and the routing dependence are surface terms of the same shift.

## Separating the surface term at finite momentum

Suppose now that a regulator permits shifts. Set \(\eta=0\) and combine denominators with \(1/(AB)=\int_0^1dx\,[(1-x)A+xB]^{-2}\). For a fermion of mass \(M\), completing the square gives \(l^2+\Delta\), with

\[
l=p+xq,\qquad \Delta=M^2+x(1-x)q^2,
\]

so that \(a=l-xq\) and \(b=l+(1-x)q\). Terms linear in \(l\) integrate to zero. The numerator becomes

\[
-2l_\mu l_\nu+2x(1-x)q_\mu q_\nu+\delta_{\mu\nu}[l^2-x(1-x)q^2+M^2].
\]

Replacing \(M^2\) by \(\Delta-x(1-x)q^2\) regroups it as

\[
\left[\delta_{\mu\nu}(l^2+\Delta)-2l_\mu l_\nu\right]-2x(1-x)(q^2\delta_{\mu\nu}-q_\mu q_\nu).
\]

After division by \((l^2+\Delta)^2\), the first bracket is \(\partial_\nu[l_\mu/(l^2+\Delta)]\), a total derivative again. The second part is transverse and diverges only logarithmically. A regulator that allows the shift and removes the surface term thus gives

\[
\Pi_{\mu\nu}=(q^2\delta_{\mu\nu}-q_\mu q_\nu)\,\Pi(q^2),
\]
\[
\Pi(q^2)=8e^2\int_0^1\!dx\,x(1-x)\int\!\frac{d^4l}{(2\pi)^4}\frac{1}{(l^2+\Delta)^2},
\]

with the last integral understood in its regulated form.

## Pauli-Villars: two conditions are needed

Add heavy fields of the same charge, with masses \(M_i\) and loop weights \(c_i\); the electron has \(c_0=1\), \(M_0=m\). Each field is coupled gauge-invariantly, and the loops are summed before integration. At large momentum

\[
\sum_ic_if_\mu^{(i)}=p_\mu\left[\frac{\sum c_i}{p^2}-\frac{\sum c_iM_i^2}{p^4}+\frac{\sum c_iM_i^4}{p^6}-\dots\right].
\]

The flux through a sphere weights this by \(\Lambda^3\). The first term grows as \(\Lambda^2\), the second stays constant, and the third vanishes. The conditions are therefore

\[
\sum_ic_i=0,\qquad\sum_ic_iM_i^2=0 .
\]

They also make the summed loop integrand fall as \(p^{-6}\), so that the integral converges absolutely and shifts are allowed.

A single regulator with \(c_1=-1\) meets the first condition alone. Summing the formula for \(L\) over species, the \(\Lambda^2\) and \(q^2\) terms cancel, but the mass terms leave

\[
L=\frac{\alpha}{2\pi}\sum_ic_iM_i^2=-\frac{\alpha}{2\pi}(M^2-m^2)
\]

in the ball limit. For \(M=10\,m\) this is \(-0.0011614\times99\,m^2=-0.1150\,m^2\), as the integration confirms. A false mass survives, with \(M\) in the role of the cutoff.

Two regulators with weights \(-2\) and \(1\) and squared masses \(M^2\) and \(2M^2-m^2\) meet both conditions: \(1-2+1=0\) and \(1-200+199=0\) in units of \(m^2\). The remaining integral follows with \(s=l^2\):

\[
\sum_ic_i\!\int\!\frac{d^4l}{(2\pi)^4}\frac{1}{(l^2+\Delta_i)^2}
=\frac{1}{16\pi^2}\sum_ic_i\left[\ln(s+\Delta_i)+\frac{\Delta_i}{s+\Delta_i}\right]_0^\infty .
\]

The upper limit vanishes by \(\sum c_i=0\), which also removes the constant 1 at the lower limit. Hence

\[
\Pi(q^2)=-\frac{2\alpha}{\pi}\int_0^1\!dx\,x(1-x)\sum_ic_i\ln[M_i^2+x(1-x)q^2].
\]

At \(q=2m\), direct integration of the original tensor gives a component across \(q\) of \(0.010373\,m^2\), equal to \(q^2\Pi\) from this formula to the digits shown. The longitudinal component is \(-2.5\times10^{-8}\,m^2\) for both \(\eta=0\) and \(\eta=1/2\), about \(2\times10^{-6}\) of the transverse one in magnitude. This residue comes from the finite outer integration radius \(R=3\times10^4\,m\). Expanding \(R^4/(R^2+M_i^2)=R^2-M_i^2+M_i^4/R^2-\dots\) in the surface term leaves \(-\frac{\alpha}{2\pi}\sum c_iM_i^4/R^2\), and with \(\sum c_iM_i^4=(1-20000+39601)\,m^4=19602\,m^4\) this is \(-0.0011614\times19602/(9\times10^8)\,m^2=-2.5\times10^{-8}\,m^2\).

## Dimensional regularization

In \(d<2\) dimensions the original integral converges absolutely, so shifts are allowed. The surface term scales as \(\Lambda^{d-1}\cdot\Lambda^{-1}=\Lambda^{d-2}\) and vanishes. For the rest, write \((l^2+\Delta)^{-2}=\int_0^\infty dt\,t\,e^{-t(l^2+\Delta)}\). The Gaussian integral over \(l\) gives \((4\pi t)^{-d/2}\), and the \(t\) integral is a gamma function. Keeping \(\mathrm{tr}\,1=4\),

\[
\Pi_d(q^2)=\frac{8e^2\,\Gamma(2-\frac d2)}{(4\pi)^{d/2}}\int_0^1\!dx\,x(1-x)\,\Delta^{d/2-2},
\]

now with \(M=m\) in \(\Delta\). The tensor is transverse where the integral converges, and analytic continuation in \(d\) preserves that identity. At \(d=1.5\), direct integration gives a longitudinal-to-transverse ratio of \(2\times10^{-11}\). This is quadrature error around the exact value zero; its size and sign change with the number of angular nodes.

The average \(l_\mu l_\nu\to l^2\delta_{\mu\nu}/d\) is essential. In the Gaussian integral a factor \(l^2\) averages to \(d/(2t)\), so \(\int\frac{d^dl}{(2\pi)^d}\frac{l^2}{(l^2+\Delta)^2}=\frac d2\,\Gamma(1-\frac d2)\,\Delta^{d/2-1}/(4\pi)^{d/2}\), while \(\Delta\int\frac{d^dl}{(2\pi)^d}\frac{1}{(l^2+\Delta)^2}=\Gamma(2-\frac d2)\,\Delta^{d/2-1}/(4\pi)^{d/2}\). Using \(\Gamma(2-\frac d2)=(1-\frac d2)\Gamma(1-\frac d2)\), the total derivative contributes

\[
\left(1-\frac2d\right)\!\int\!\frac{l^2}{(l^2+\Delta)^2}+\Delta\!\int\!\frac{1}{(l^2+\Delta)^2}
\propto\left(\frac d2-1\right)\Gamma\!\left(1-\frac d2\right)+\Gamma\!\left(2-\frac d2\right)=0 .
\]

If \(1/d\) is replaced by \(1/4\) too early, the sum becomes \((1-\tfrac d4)\Gamma(1-\tfrac d2)\). For \(d=4-\epsilon\) this tends to \((\epsilon/4)(-2/\epsilon)=-\tfrac12\). Restoring the factors \(\Delta/16\pi^2\) and \(-4e^2\), and using \(\int_0^1x(1-x)dx=\tfrac16\), one obtains a spurious term

\[
\frac{\alpha}{2\pi}\left(m^2+\frac{q^2}{6}\right)\delta_{\mu\nu}.
\]

So the name of the method is no protection: the algebra must also be done in \(d\) dimensions.

## What all the calculations share

The schemes agree on the part that is not a local polynomial. At fixed routing, each derivative with respect to \(q\) lowers the degree of divergence by one. The degree is two at the start, so three derivatives give a convergent integral with a common limit as the regulators are removed. The results can therefore differ by a polynomial of second degree in \(q\), and by nothing else in that limit.

Subtracting at \(q=0\) removes the scheme constant in \(\Pi\). In Pauli-Villars the electron contributes

\[
\Pi_R(q^2)=-\frac{2\alpha}{\pi}\int_0^1\!dx\,x(1-x)\ln\!\left[1+x(1-x)\frac{q^2}{m^2}\right],
\]

and dimensional regularization gives the same limit, because \(\Gamma(\epsilon/2)(\Delta^{-\epsilon/2}-m^{-\epsilon})\to-\ln(\Delta/m^2)\). At \(q=2m\), \(\Pi_R=-4.489\times10^{-4}\).

The regulators at \(M=10\,m\) give \(0.0025932-0.0030329=-4.397\times10^{-4}\) instead. The difference comes from the heavy fields. Expanding their logarithms and using \(\int_0^1x^2(1-x)^2dx=1/30\) gives

\[
-\frac{\alpha q^2}{15\pi}\sum_{i\ge1}\frac{c_i}{M_i^2}=9.28\times10^{-6},
\]

against the full difference \(9.23\times10^{-6}\), about 2% of \(|\Pi_R|\). The integration out to finite \(R\) gives \(9.22\times10^{-6}\), because it carries the residue \(-2.5\times10^{-8}\,m^2\) divided by \(q^2\). It vanishes as the regulators become heavy.

The ball cutoff contains \(\Pi_R\) too. Let \(T\) be its component across \(q\). Taking \([T(q)-T(0)]/q^2\) at \(q=4m\) minus the same quantity at \(q=2m\) removes the polynomial. The result is \(-6.412\times10^{-4}\), equal to \(\Pi_R(16m^2)-\Pi_R(4m^2)\) to these digits. The manuscript's integral holds the correct physics beneath a large local artifact.

## Where the photon pole lies

With the Maxwell term included, the transverse photon kernel is \(q^2[1+\Pi(q^2)]\). Transversality alone does not exclude a mass: if \(\Pi\) behaved as \(\mu^2/q^2\), the kernel would be \(q^2+\mu^2\). For a massive electron in four dimensions this does not happen at one loop. The argument of the logarithm in \(\Pi_R\) stays positive for \(q^2>-4m^2\), since \(x(1-x)\le1/4\). Thus \(\Pi\) is regular at \(q^2=0\), the kernel vanishes there, and the pole remains at zero mass. The one-loop kernel has one further zero: at large Euclidean \(q\), \(\Pi_R\to-\frac{\alpha}{3\pi}[\ln(q^2/m^2)-\frac53]\), so \(1+\Pi_R\) vanishes at \(\ln(q^2/m^2)\approx3\pi/\alpha+\frac53\approx1293\). This Landau pole lies far outside the range where one loop can be trusted, unlike the zero at \(34\,m\) produced by the ball. The value at \(q^2=0\) of the dimensionless function \(\Pi(q^2)\), not to be confused with the surface constant \(\Pi_{\mu\nu}(0)\) of the ball cutoff, changes the residue and is absorbed in the charge.

## Changes requested

The mass estimate and the tuning argument should be withdrawn. If the ball cutoff is kept, local counterterms must be added so that \(L=0\). This fixes the coefficient of \(A^2\) through the Ward identity, without reference to a measured photon mass. A transverse term proportional to \(q^2\delta_{\mu\nu}-q_\mu q_\nu\) remains free, and it is fixed by the definition of the charge. The condition \(L=0\) repairs only the quadratic action. Expanding the constant-field action to fourth order, with the tensor coefficient \(C=-\pi^2/3\) found above, shows that the ball also leaves a term \(e^4(A^2)^2/96\pi^2\) per unit volume, which needs a counterterm of its own. The numerical output below gives the values for each regulator.

## Values computed for the example and the checks

```
fine-structure constant alpha: 0.0072973526 (dimensionless)
cutoff Lambda: 1000 m
external momentum q: 2 m
second external momentum: 4 m
sharp cutoff, Pi(0) by integration: -1161.4086 m^2
sharp cutoff, Pi(0) from surface term: -1161.4086 m^2
apparent mass scale sqrt|Pi(0)|: 34.079445 m
apparent mass scale, converted: 17.414561 MeV
smooth cutoff, Pi(0) by integration: -1029.2714 m^2
ratio smooth/sharp: 0.88622681 (dimensionless)
change of integral of f under shift q: 9869581.4 m^3
same from surface terms: 9869581.4 m^3
sharp cutoff, L(q)-L(0), split 0.0: 0.0015485463 m^2
sharp cutoff, L(q)-L(0), split 0.25: 0.00067748901 m^2
sharp cutoff, L(q)-L(0), split 0.5: 0.00038713658 m^2
Pi_R(4m)-Pi_R(2m) from sharp cutoff: -0.00064118194 (dimensionless)
Pi_R(4m)-Pi_R(2m) from formula: -0.00064118194 (dimensionless)
two regulators, L(q), split 0.0: -2.5298379e-08 m^2
two regulators, T(q), split 0.0: 0.010372671 m^2
two regulators, L(q), split 0.5: -2.5302874e-08 m^2
two regulators, T(q), split 0.5: 0.010372671 m^2
regulator mass M: 10 m
second regulator mass: 14.106736 m
one regulator, L(q): -0.11497955 m^2
two regulators, q^2 Pi(q^2) from formula: 0.010372696 m^2
two regulators, Pi(0): 0.0030328555 (dimensionless)
two regulators, Pi(q^2)-Pi(0): -0.00043968775 (dimensionless)
heavy-regulator remainder: 9.2232931e-06 (dimensionless)
its leading formula: 9.2757146e-06 (dimensionless)
dimension d of convergent test: 1.5 (dimensionless)
L/T at this d, by integration: 1.7855323e-11 (dimensionless)
T/(q^2 Pi_d) at this d: 1 (dimensionless)
4-d used in the continuation: 1e-05 (dimensionless)
Pi_d(q^2)-Pi_d(0) near d=4: -0.00044891474 (dimensionless)
Pi_R(q^2) in four dimensions: -0.00044891104 (dimensionless)
```
